# Why PBE improves jellium surface exchange and correlation but worsens their sum, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I am told that LDA gives decent metal surface energies "for the wrong reason", and that PBE, a better functional, gives worse ones. What system and what quantity is that about?

**A.** Take spin-unpolarized jellium: electrons in a uniform positive background of density $\bar n=3/(4\pi r_s^3)$, cut into a slab of width $L$ and area $A$, with $k_F=(3\pi^2\bar n)^{1/3}$ and $\lambda_F=2\pi/k_F$. Formulas are in Hartree atomic units and surface energies in erg/cm² (1 Ha/bohr² $=1.55689\times10^6$ erg/cm²). For any energy component $a$,
$$\sigma_a=\tfrac12\left[E_a/A-\bar nL\,\varepsilon_a(\bar n)\right],$$
where $\varepsilon_a$ is the bulk energy per electron and the $\tfrac12$ counts two surfaces.

The orbitals are $e^{i\mathbf k\cdot\boldsymbol\rho}\varphi_i(z)/\sqrt A$ with energies $\epsilon_i+k^2/2$. Subband $i$ is filled up to $k_i^2=2(\epsilon_F-\epsilon_i)$ and holds $2\cdot\pi k_i^2/(2\pi)^2$ electrons per area, so $n(z)=\sum_i(k_i^2/2\pi)\varphi_i^2$. I solve this self-consistently in LDA (PW92 correlation) and evaluate every functional on these same orbitals. The kinetic and electrostatic parts are then common, and the comparison is about $\sigma_{xc}=\sigma_x+\sigma_c$.

The solution is tested by a force theorem. The energy is stationary in the orbitals, so widening the slab by $dL$ changes $E/A$ through the added electrons, $\epsilon_F\bar n\,dL$, and the added background at the edges, $-\bar n\,\phi(\text{edge})\,dL$, where $\phi$ is the electrostatic energy of an electron. At $r_s=4$ bohr a finite difference gives $\bar n^{-1}d(E/A)/dL=-0.076645$ Ha, equal to $\epsilon_F-\phi(\text{edge})$ to the digits shown.

**Q.** Jellium cannot be measured. Against what is anything too high or too low?

**A.** Against a computed reference with two parts. The first is the Fock exchange of the orbitals. The Coulomb interaction at in-plane wavevector $q$ solves $(q^2-\partial_z^2)v_q=4\pi\delta(z-z')$, so $v_q=(2\pi/q)e^{-q|z-z'|}$. The factor $-\tfrac12$ of the Fock energy and the two equal spin channels give $-1$. States $\mathbf k$ in subband $i$ and $\mathbf k+\mathbf q$ in subband $j$ must both be occupied, so the $\mathbf k$ integral gives $A_{ij}(q)/(2\pi)^2$, with $A_{ij}$ the overlap area of two discs of radii $k_i,k_j$ whose centres are $q$ apart. With $\rho_{ij}=\varphi_i\varphi_j$ and $d^2q/(2\pi)^2=q\,dq/2\pi$,
$$\frac{E_x}{A}=-\sum_{ij}^{\rm occ}\int\frac{q\,dq}{2\pi}\,\frac{A_{ij}(q)}{4\pi^2}\iint\rho_{ij}(z)\,v_q(z-z')\,\rho_{ij}(z')\,dz\,dz'.$$

The second part is correlation. Scale the interaction by $\lambda$ at fixed density. The response function at imaginary frequency is $\chi_\lambda(i\omega)=-\sum_m\frac{2\omega_m}{\omega_m^2+\omega^2}\langle0|\hat n|m\rangle\langle m|\hat n|0\rangle$. Since $\int_0^\infty 2\omega_m\,d\omega/(\omega_m^2+\omega^2)=\pi$, the density fluctuation is $-\pi^{-1}\int_0^\infty\chi_\lambda\,d\omega$. The interaction energy is half its trace with $v$. Averaging over $\lambda$ and removing the $\lambda=0$ piece, which is exchange, gives
$$E_c=-\int_0^1d\lambda\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}\,v(\chi_\lambda-\chi_0).$$
The random-phase approximation (RPA) sets $\chi_\lambda=\chi_0(1-\lambda v\chi_0)^{-1}$. Because $\frac{d}{d\lambda}{\rm Tr}\ln(1-\lambda v\chi_0)=-{\rm Tr}\,v\chi_0(1-\lambda v\chi_0)^{-1}$, the $\lambda$ integral is immediate:
$$\frac{E_c^{\rm RPA}}{A}=\int\frac{q\,dq}{2\pi}\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}\left[\ln(1-\chi_0v_q)+\chi_0v_q\right].$$
For the slab $\chi_0=\sum_{i\,{\rm occ}}\sum_jF_{ij}\,\rho_{ij}(z)\rho_{ij}(z')$. The sum over $j$ may include occupied final states, because the weight $-2\Delta/(\Delta^2+\omega^2)$ is odd in the excitation energy $\Delta$ and two occupied states cancel on interchange. Here $\Delta+i\omega=a+kq\cos\theta$ with $a=\epsilon_j-\epsilon_i+q^2/2+i\omega$, and the weight is $-2\,{\rm Re}\,(\Delta+i\omega)^{-1}$. The angular integral is $2\pi/\sqrt{a^2-q^2k^2}$, on the branch that tends to $a$ at large $|a|$. Integrating it with $k\,dk$ up to $k_i$ gives
$$\frac{2\pi}{q^2}\left[a-\sqrt{a^2-q^2k_i^2}\right]=\frac{2\pi k_i^2}{a+\sqrt{a^2-q^2k_i^2}}.$$
The prefactor $-2\cdot2/(2\pi)^2$ (weight, spin, phase space) yields $F_{ij}=-(2k_i^2/\pi)\,{\rm Re}\,[a+\sqrt{a^2-q^2k_i^2}]^{-1}$. Both $F_{ij}$ and $A_{ij}$ were tested against direct quadrature.

RPA overcorrelates the bulk: at $r_s=4$ bohr it gives $-0.04681$ Ha per electron against $-0.03187$ Ha for PW92. RPA+ adds the local correction $\int n(\varepsilon_c^{\rm PW92}-\varepsilon_c^{\rm RPA})\,dz$. The PW92 term is the LDA correlation energy itself and the bulk terms cancel, so
$$\sigma_c^{\rm ref}-\sigma_c^{\rm LDA}=\tfrac12\Big[E_c^{\rm RPA}/A-\int n\,\varepsilon_c^{\rm RPA}(n(z))\,dz\Big].$$
This reference is not exact. It leaves out the nonlocal part of correlation beyond RPA and its own self-consistency, and jellium leaves out the lattice.

**Q.** That is a small difference of large numbers. How well is it converged?

**A.** To about 1 erg/cm² at $r_s=4$ bohr and a few erg/cm² at $r_s=2$ bohr if an untested assumption on thickness (stated below) holds, and to about 2 and about 10 erg/cm² if it fails, judged from two limits. At $r_s=2$ bohr the cutoff extrapolation rests on two cutoffs only.

The first is short wavelength. Both terms are computed with the filtered interaction $4\pi f/Q^2$, where $f=\exp[-2(Q/Q_c)^6]$ and $Q$ is the three-dimensional wavevector. At large $Q$ an electron recoils almost freely, $\chi_0\approx-2n\Delta/(\Delta^2+\omega^2)$ with $\Delta=Q^2/2$, and $\ln(1-y)+y\approx-y^2/2$. With $\int_0^\infty\Delta^2\,d\omega/(\Delta^2+\omega^2)^2=\pi/4\Delta$, the energy density per mode is $-\tfrac12\cdot\tfrac1{2\pi}\cdot4n^2v^2\cdot\tfrac{\pi}{4\Delta}=-n^2v^2/2Q^2$. Integrating over $Q>Q_c$ with $d^3Q/(2\pi)^3=Q^2dQ/2\pi^2$ and $v^2=16\pi^2/Q^4$ gives $-4n^2\int Q^{-4}dQ=-4n^2/3Q_c^3$ for a sharp cut. This depends on the local density alone and cancels in the difference. Corrections are of relative order (electron momentum or density gradient)²$/Q^2$, which suggests a nonlocal residue $\propto Q_c^{-5}$.

On the first slab at $r_s=4$ bohr the difference is 85.78, 82.88 and 81.57 erg/cm² for $Q_c=3.2$, 4 and $5k_F$, while the slab energy $E_c/2A$ moves from $-4823.7$ to $-5181.5$ erg/cm². Successive cutoffs differ by the factor 1.25, so the $Q_c^{-5}$ limit is $81.57-(82.88-81.57)/2.0518=80.93$. The lower pair gives 81.47. The observed ratio of differences is $2.90/1.31=2.21$, not $1.25^5=3.05$, so the pure power law has not set in. The cause was not determined. If the ratio 2.21 persisted, the residue would be $1.31/1.21=1.1$ instead of 0.6 erg/cm².

The second limit is thickness. Subband thresholds make $\sigma$ oscillate with period $\lambda_F/2$, so I average four widths across a period, $L/\lambda_F=3.0625$ to $3.4375$, and four more thicker by $3\lambda_F$. The bulk exchange hole is $-\tfrac92n\,[j_1(y)/y]^2$ with $y=k_Fu$ at distance $u$. With $j_1\to-\cos y/y$ and $\langle\cos^2y\rangle=\tfrac12$ its tail is $-9n/4y^4$. The energy from beyond $u\sim L$ scales as $\int_L^\infty u^2\,u^{-1}u^{-4}du\propto L^{-2}$ per electron, and times $\bar nL$ this is a $1/L$ term in $\sigma_x$. At $r_s=4$ bohr, reference minus LDA exchange is $-64.5$ (thin) and $-65.2$ (thick), extrapolating to $-66.0$ erg/cm². A middle set gives $-64.9$ against $-65.0$ predicted. This is consistent with the law but does not single it out, since thin and thick differ by only 0.7 erg/cm² and interpolation linear in $L$ would fit as well.

The xc difference is taken from the thin slabs alone, assuming that screening removes the $1/L$ term from the sum. That assumption was not tested. Even if it holds, the coupled surface plasmons of the two faces leave a $1/L^2$ term. A local-dielectric estimate, of leading size $-\omega_p/(128\sqrt2\,\pi L^2)$ per surface, puts it near $-0.4$ erg/cm² at $r_s=4$ bohr and $-4$ at $r_s=2$ for these widths, so removing it would raise the reference slightly. If the screening assumption failed entirely, the sum would move by the exchange shift, 1.5 erg/cm² at $r_s=4$ bohr and 10 at $r_s=2$. At $r_s=4$ bohr the four thin slabs give xc differences of 9.4, 9.6, 9.8 and 10.0 erg/cm², a steady drift that these data cannot assign to an oscillation, a finite-size term or quadrature error.

**Q.** Then what are the numbers?

**A.** For the round model values $r_s=4$ and 2 bohr, in erg/cm², with the error relative to the reference in brackets:

| $r_s=4$ | $\sigma_x$ | $\sigma_c$ | $\sigma_{xc}$ |
|---|---|---|---|
| reference | 156.5 | 114.8 | 271.3 |
| LDA | 222.6 (+66.0) | 39.1 (−75.7) | 261.6 (−9.7) |
| PBE | 128.0 (−28.5) | 124.3 (+9.5) | 252.4 (−19.0) |

| $r_s=2$ | $\sigma_x$ | $\sigma_c$ | $\sigma_{xc}$ |
|---|---|---|---|
| reference | 2620 | 800 | 3420 |
| LDA | 3038 (+418) | 317 (−483) | 3355 (−65) |
| PBE | 2438 (−182) | 827 (+27) | 3265 (−155) |

The reference sums are 0.271 and 3.42 J/m². The decimals are finer than the accuracy of the reference and are kept only so that the arithmetic can be followed. Each entry is rounded separately, so sums and differences can miss by one unit in the last digit. Further digits for $r_s=2$ bohr are in the numerical output below. The reference is assembled from LDA and the two differences: at $r_s=4$ bohr, $\sigma_x=222.6-66.0$, $\sigma_{xc}=261.6+9.7=271.3$, and $\sigma_c=39.1+9.7+66.0=114.8$.

LDA exchange is too high by $66.0/156.5=42\%$ of the reference exchange and LDA correlation too low by $75.7/114.8=66\%$ of the reference correlation, yet $66.0-75.7=-9.7$ is 3.6% of $\sigma_{xc}$. PBE shrinks the errors to $-28.5$ and $+9.5$, and their sum $-19.0$ is 7.0%. At $r_s=2$ bohr the sums are off by 1.9% and 4.5%. So "corrects each part" means that each error falls in size. Both change sign, and the exchange overshoot is the larger. The signs of the LDA errors, the smaller size of both PBE errors and the lower, worse PBE sum were also tested on each thin slab separately, without extrapolation in $L$.

**Q.** Is the LDA cancellation luck?

**A.** There is a mechanism, which I can derive in the bulk and test in part at the surface. For the uniform gas $\varepsilon_{xc}=\tfrac12\int\frac{d^3Q}{(2\pi)^3}\frac{4\pi}{Q^2}[\bar S(Q)-1]$, where $S_\lambda=-(\pi n)^{-1}\int_0^\infty\chi_\lambda\,d\omega$ is the structure factor and the bar averages over $\lambda$. At $\lambda=0$, $S$ is the fraction of occupied states that a shift $\mathbf Q$ carries out of the Fermi sphere. For small $Q$ the volume swept out is the cross-section times the shift, so
$$S_x=\frac{\pi k_F^2Q}{4\pi k_F^3/3}=\frac{3Q}{4k_F}.$$
A term linear in $|Q|$ is nonanalytic and corresponds to the $u^{-4}$ tail. With screening, the relevant frequencies satisfy $\omega\gg Qk_F$, where $\chi_0\to-nQ^2/\omega^2$. Then $v\chi_0=-\omega_p^2/\omega^2$ with $\omega_p^2=4\pi n$, so $\chi=\chi_0/(1-v\chi_0)=-nQ^2/(\omega^2+\omega_p^2)$, and $\int_0^\infty d\omega/(\omega^2+\omega_p^2)=\pi/2\omega_p$ gives
$$S_{\rm RPA}=\frac{Q^2}{2\omega_p}.$$
At coupling $\lambda$ the same steps hold with $\omega_p\sqrt\lambda$, so $\bar S$ is also quadratic. At $Q=0.02k_F$ and $r_s=4$ bohr the formulas give $0.0150$ and $(0.02\times0.4798)^2/(2\times0.2165)=0.000213$, and both were tested by integrating the Lindhard function. Correlation therefore contains $-3Q/4k_F$ and removes the non-oscillating part, $-9n/4y^4$, of the long-range tail of the exchange hole. The oscillating part, $\propto\cos 2y/y^4$, comes from $Q=2k_F$ and survives. RPA screening only reduces it, by the factor $\int_0^1d\lambda\,(1+\lambda/2\pi k_F)^{-2}=1/(1+1/2\pi k_F)$, which is 0.75 at $r_s=4$ bohr. It averages to zero over a period, so it carries little energy at long range. A local approximation assumes that the density over the hole equals the density at the electron, which suits a compact xc hole better than either part.

At the surface, keep the long-range interaction alone, $Q_c=1.5k_F$. On the first slab at $r_s=4$ bohr, reference minus LDA is $-78.5$ for exchange and $+109.1$ erg/cm² for correlation ($-426.7$ and $+560.4$ at $r_s=2$). The signs are opposite and the sum is less than half the larger part, which is what was tested. The result also limits the simple story. The filtered sum, 30.6, exceeds the full sum, $-71.5+80.9=9.4$, so the shorter-range interaction supplies a further $-21$ erg/cm². The opposite signs and the partial cancellation are consistent with the small-$Q$ argument, but $1.5k_F$ is not a small wavevector, so this does not isolate that mechanism, and it does not fix the final 2–4%. It also fits the thickness dependence: exchange on this slab is $-71.5$ against the four-slab mean $-64.5$, while the xc sum stays within 0.6 erg/cm².

Relative to the RPA+ reference, LDA's large exchange and correlation errors nearly cancel in $\sigma_{xc}$, while PBE shrinks both errors but gives a worse sum; a screening mechanism for the LDA cancellation was derived in the bulk and tested in part at the surface. It remains to explain why PBE lowers the sum, how far the verdict depends on the reference, what it means for total surface energies, and what PBEsol changes.
